# Choosing tail moments and cutoffs in Matsubara Fourier transforms

A dynamical mean-field calculation with an imaginary-time impurity solver moves repeatedly between two representations of the same Green's function. Dyson's equation is algebraic at each Matsubara frequency, while the solver works in imaginary time. A computer keeps finitely many frequencies and time points, yet the Green's function falls off in frequency only as $1/\omega$. If the frequency sum is simply cut off, the occupation read from the edge of the time interval has an error that tends to one half, not to zero, as more frequencies are kept.

The remedy is a setting: the number $K$ of high-frequency moments treated analytically. It acts together with the number $N$ of positive frequencies and the number $L$ of time intervals. This guide derives what each choice buys.

## Conventions and the origin of the tail

Let $H$ include the chemical potential, and let $c$ annihilate an electron in the impurity orbital. For $0<\tau<\beta$,

$$G(\tau)=-\langle c(\tau)c^\dagger(0)\rangle,\qquad G(i\omega_n)=\int_0^\beta e^{i\omega_n\tau}G(\tau)\,d\tau,\qquad \omega_n=\frac{(2n+1)\pi}{\beta}.$$

The inverse is $G(\tau)=\beta^{-1}\sum_n e^{-i\omega_n\tau}G(i\omega_n)$. Energies are in a model unit $V$, times in $1/V$, and $\hbar=k_B=1$.

Insert eigenstates of $H$ with energies $E_i$ and probabilities $p_i$:

$$G(\tau)=-\sum_{ij}p_i|c_{ij}|^2e^{-(E_j-E_i)\tau}.$$

Put $\varepsilon=E_j-E_i$. Since $p_j=p_ie^{-\beta\varepsilon}$, we have $p_i=(p_i+p_j)/(1+e^{-\beta\varepsilon})$. With the non-negative spectral function $A(\varepsilon)=\sum_{ij}|c_{ij}|^2(p_i+p_j)\,\delta(\varepsilon-E_j+E_i)$,

$$G(\tau)=-\int d\varepsilon\,A(\varepsilon)\frac{e^{-\varepsilon\tau}}{1+e^{-\beta\varepsilon}}.$$

Because $e^{i\omega_n\beta}=-1$, the time integral of $e^{(i\omega_n-\varepsilon)\tau}$ is $-(1+e^{-\beta\varepsilon})/(i\omega_n-\varepsilon)$. Therefore

$$G(i\omega_n)=\int d\varepsilon\,\frac{A(\varepsilon)}{i\omega_n-\varepsilon}.$$

I assume that $A$ has bounded support. To expose the tail, use

$$\frac1{i\omega-\varepsilon}=\sum_{k=1}^{K}\frac{\varepsilon^{k-1}}{(i\omega)^k}+\frac{\varepsilon^K}{(i\omega)^K(i\omega-\varepsilon)}.$$

Multiplying the sum by $i\omega-\varepsilon$ makes it telescope to $1-\varepsilon^K/(i\omega)^K$, which proves the identity. Hence, with no approximation,

$$G(i\omega)=\sum_{k=1}^K\frac{c_k}{(i\omega)^k}+R_K(i\omega),\qquad c_k=\int A\,\varepsilon^{k-1}d\varepsilon,\qquad R_K=\frac1{(i\omega)^K}\int\frac{A\,\varepsilon^K}{i\omega-\varepsilon}d\varepsilon.$$

In time, the coefficients describe the edges of the interval. Differentiating the formula for $G(\tau)$ and adding the two edge values cancels the denominator, so

$$G^{(k-1)}(0^+)+G^{(k-1)}(\beta^-)=(-1)^kc_k.$$

The antiperiodic continuation of $G$ thus jumps in its $(k-1)$th derivative when $c_k\ne0$. Removing moments removes these jumps one after another.

## Obtaining the moments

The moments do not require the spectrum. Since $\langle i|[c,H]|j\rangle=(E_j-E_i)c_{ij}$, each commutator supplies one factor $\varepsilon$. Thus $c_k=\langle\{X_{k-1},c^\dagger\}\rangle$, where $X_0=c$ and $X_{m+1}=[X_m,H]$. In particular $c_1=1$.

Consider an impurity level $\varepsilon_d$ with repulsion $U$, coupled by $V$ to one bath level $\varepsilon_b$. For spin up,

$$X_1=[d_\uparrow,H]=(\varepsilon_d+Un_\downarrow)d_\uparrow+Vb_\uparrow.$$

Its anticommutator with $d_\uparrow^\dagger$ gives $c_2=\varepsilon_d+U\langle n_\downarrow\rangle$. For the next moment, the thermal average of a commutator with $H$ vanishes, so $\langle\{[X_1,H],d^\dagger_\uparrow\}\rangle=\langle\{X_1,[H,d_\uparrow^\dagger]\}\rangle=\langle\{X_1,X_1^\dagger\}\rangle$. The cross terms between $d$ and $b$ vanish, and $n_\downarrow^2=n_\downarrow$, giving

$$c_3=\varepsilon_d^2+(2\varepsilon_dU+U^2)\langle n_\downarrow\rangle+V^2.$$

## The transform from frequency to time

We need functions $T_k(\tau)$ whose transforms are $1/(i\omega_n)^k$. The constant $T_1=-1/2$ works, because $-\tfrac12(e^{i\omega_n\beta}-1)/(i\omega_n)=1/(i\omega_n)$. For $k\ge2$, integrate by parts:

$$\int_0^\beta e^{i\omega_n\tau}T_k\,d\tau=-\frac{T_k(0)+T_k(\beta)}{i\omega_n}-\frac1{i\omega_n}\int_0^\beta e^{i\omega_n\tau}T_k'\,d\tau.$$

This equals $1/(i\omega_n)^k$ if $T_k'=-T_{k-1}$ and $T_k(0)+T_k(\beta)=0$. Integrating, with the constant fixed by the second condition,

$$T_2=\frac{2\tau-\beta}4,\qquad T_3=\frac{\tau(\beta-\tau)}4,\qquad T_4=\frac{4\tau^3-6\beta\tau^2+\beta^3}{48}.$$

The procedure subtracts the tail at each retained frequency, sums the remainder, and restores the tail in closed form. Since $R_K(-i\omega)=R_K(i\omega)^*$,

$$G_{K,N}(\tau)=\sum_{k=1}^Kc_kT_k(\tau)+\frac2\beta\,\mathrm{Re}\sum_{n=0}^{N-1}e^{-i\omega_n\tau}R_K(i\omega_n).$$

The error is the omitted part of the sum. Define $E_K=G-G_{K,N}$ and the cutoff $\Omega=2\pi N/\beta$, which lies midway between the last retained and the first omitted frequency.

**A bound for choosing $N$.** Because $|i\omega-\varepsilon|\ge|\omega|$, the remainder obeys $|R_K|\le a_K/|\omega|^{K+1}$ with $a_K=\int A|\varepsilon|^Kd\varepsilon$. The function $\omega^{-K-1}$ is convex, so its value at $\omega_n$ does not exceed its average over the cell of width $2\pi/\beta$ centred there. The omitted cells start at $\Omega$. For $K\ge1$,

$$|E_K(\tau)|\le\frac{2a_K}\beta\,\frac\beta{2\pi}\int_\Omega^\infty\frac{d\omega}{\omega^{K+1}}=\frac{a_K}{\pi K\Omega^K}.$$

This holds for every $\tau$ in the interval and every $N\ge1$. For even $K$, $a_K=c_{K+1}$. For odd $K$, the Cauchy–Schwarz inequality gives $a_K\le\sqrt{c_Kc_{K+2}}$. A tolerance $\delta$ is therefore met if

$$N\ge\frac\beta{2\pi}\left(\frac{a_K}{\pi K\delta}\right)^{1/K}.$$

**The largest error has order $K$.** The bound could be pessimistic, so examine times close to the edge, $\tau=x/\Omega$ with $x$ fixed, for $K\ge1$. The leading remainder is $c_{K+1}/(i\omega)^{K+1}$; the rest is $R_{K+1}$, whose contribution is bounded by order $\Omega^{-K-1}$. The phase changes by only $x/N$ between neighbouring frequencies, so at large $N$ the sum becomes an integral. With $\omega=\Omega u$ and $i^{-(K+1)}=e^{-i(K+1)\pi/2}$,

$$E_K\simeq\frac{c_{K+1}}{\pi\Omega^K}\int_1^\infty\frac{\cos[ux+(K+1)\pi/2]}{u^{K+1}}\,du.$$

The integral is a nonzero function of $x$. If $c_{K+1}\ne0$, the largest error therefore falls as $N^{-K}$ and no faster. For odd $K$ its leading value is $|c_{K+1}|/(\pi K\Omega^K)$, reached at $x=0$.

**At a fixed interior time the order is $K+1$.** There the omitted terms oscillate and largely cancel. Write $z=e^{-2\pi i\tau/\beta}$ and $f_n=\omega_n^{-K-1}$. Then

$$(1-z)\sum_{n\ge N}z^nf_n=z^Nf_N+\sum_{n>N}z^n(f_n-f_{n-1}).$$

The differences are of order $n^{-K-2}$. Repeating the step on the last sum shows that it is of order $N^{-K-2}$, so the first term dominates. The rest of the remainder is $c_{K+2}/(i\omega)^{K+2}+R_{K+2}$; the first part contributes order $N^{-K-2}$ by the same summation and the second by the bound above, so both are negligible here. Now $e^{-i\omega_n\tau}=e^{-i\pi\tau/\beta}z^n$ and $1-z=2i\,e^{-i\pi\tau/\beta}\sin(\pi\tau/\beta)$. Replacing $\omega_N$ by $\Omega$ in $f_N$ changes only the next order, hence

$$E_K\simeq\frac2\beta\,\mathrm{Re}\left[\frac{e^{-i\Omega\tau}}{2i\sin(\pi\tau/\beta)}\frac{c_{K+1}}{(i\Omega)^{K+1}}\right]=-\frac{c_{K+1}\cos(\Omega\tau+K\pi/2)}{\beta\,\Omega^{K+1}\sin(\pi\tau/\beta)}.$$

The last step uses $1/(i\,i^{K+1})=e^{-i(K+2)\pi/2}$ and $\cos(\theta+\pi)=-\cos\theta$. The order refers to the envelope, since the cosine can vanish at particular values of $N$. At $\tau=\beta/2$, where $\Omega\tau=\pi N$, it vanishes for every $N$ when $K$ is odd, and the order there is at least $K+2$. The growing factor $1/\sin(\pi\tau/\beta)$ signals the approach to the edge layer, where one order is lost.

## Occupations gain orders in pairs

The occupation per spin is $n=1+G(0^+)$. At $\tau=0$ the phase is unity, and odd powers of $1/(i\omega)$ have no real part. For $K\ge1$ the first surviving term is

$$E_K(0^+)\simeq\begin{cases}\dfrac{(-1)^{(K+1)/2}c_{K+1}}{\pi K\Omega^K},&K\text{ odd},\\[2mm]\dfrac{(-1)^{(K+2)/2}c_{K+2}}{\pi(K+1)\Omega^{K+1}},&K\text{ even}.\end{cases}$$

The orders for $K=1,2,3,4$ are thus $1,3,3,5$ if the coefficients shown are nonzero. Going from $K=2$ to $K=3$ does not change the computed occupation at all: the subtracted term is purely imaginary, and $T_3(0)=0$.

The same argument explains the failure at $K=0$. Subtracting $1/(i\omega)$ leaves the real part of the sum unchanged, while restoring it adds $T_1=-1/2$. The unsubtracted result is therefore the $K=1$ result plus one half, and it converges to $n+1/2$.

An occupation that has converged well does not certify the whole function $G(\tau)$. For even $K\ge2$, with $c_{K+1}$ and $c_{K+2}$ nonzero, its error falls one order faster than the largest error.

## The transform from time to frequency

Take $L$ equal intervals, $\tau_j=j\beta/L$. Subtract $\sum_kc_kT_k$ from the samples, apply the trapezoid rule to the remainder $F$, and add $\sum_kc_k/(i\omega_n)^k$.

The two end points contribute $(\beta/2L)[F(0^+)-F(\beta^-)]$. This is one full weight times the midpoint value of the antiperiodic continuation at $\tau=0$, which is also the value to which its symmetrically summed Fourier series converges. We may therefore insert that series at every sample:

$$\frac1L\sum_mR_K(i\omega_m)\sum_{j=0}^{L-1}e^{2\pi i(n-m)j/L}.$$

The inner sum is $L$ when $n-m$ is a multiple of $L$, and zero otherwise. With $\Lambda=2\pi L/\beta$, the result minus the exact value is

$$D_K(\omega_n)=\sum_{m\ne0}R_K\big(i(\omega_n+m\Lambda)\big)\simeq\frac{c_{K+1}}{(i\Lambda)^{K+1}}\,S_{K+1}\!\left(\frac{\omega_n}\Lambda\right),\qquad S_k(x)=\sum_{m\ne0}\frac1{(x+m)^k}.$$

Sampling cannot distinguish frequencies that differ by $\Lambda$, so their remainders are added to the desired one. The natural band is $|\omega_n|<\Lambda/2$, where every image frequency lies farther from zero than $\omega_n$ itself; beyond it the nearest image moves toward zero, and the error grows until the result fails near $\Lambda$. At its edge, $x=1/2$, the sum $S_k$ does not vanish: for even $k$ all terms are positive, and for odd $k$ pairing $m$ with $-m-1$ leaves $-2^k$. The largest error in the band thus has order $K+1$ if $c_{K+1}\ne0$.

For $K=0$ the edge error is $-2/(i\Lambda)$, while $G\simeq1/(i\Lambda/2)=2/(i\Lambda)$. The relative error there is 100%, and the computed tail bends to zero.

At a fixed low frequency $x\to0$, and $S_k(0)=0$ for odd $k$ because $m$ and $-m$ cancel. For even $K$ this removes the leading term and raises the order to $K+2$. For odd $K$ the order stays $K+1$. The generic orders for $K=0,\ldots,4$ are therefore $2,2,4,4,6$. For even $K$, agreement at the lowest frequency is therefore a poor test of the upper band. For odd $K$ the absolute errors differ only by the factor $S_{K+1}(1/2)/S_{K+1}(0)$, which is $(\pi^2-4)/(\pi^2/3)\approx1.8$ for $K=1$, but the relative error is still much larger at the top of the band, where $G$ is small.

## A worked impurity

Take $U=2$, $\varepsilon_d=0.5$, $\varepsilon_b=-0.5$, $V=1$ and $\beta=5$. This two-site model has 16 many-body states and is diagonalized in full. The occupation is $n=0.220303$ per spin, so

$$c_2=0.5+2(0.220303)=0.9406,\qquad c_3=0.25+(2+4)(0.220303)+1=2.5718.$$

The nested commutators also give $c_4=5.959$ and $c_5=26.42$. For $N=32$, $\Omega=2\pi\cdot32/5=40.21$. The errors below are absolute, and $G(\tau)$ is dimensionless.

| $K$ | computed $n$ | largest error in $G(\tau)$ |
|---|---|---|
| 0 | 0.727738 | $5.07\times10^{-1}$ |
| 1 | 0.227738 | $7.44\times10^{-3}$ |
| 2 | 0.220293 | $1.97\times10^{-4}$ |
| 3 | 0.220293 | $9.65\times10^{-6}$ |
| 4 | 0.220303 | $7.38\times10^{-7}$ |

For $K=1$ the endpoint formula predicts an occupation too large by $c_2/(\pi\Omega)=0.9406/(\pi\cdot40.21)=7.45\times10^{-3}$, in agreement with the table. For $K=3$ the predicted size is $c_4/(3\pi\Omega^3)=9.7\times10^{-6}$. The equal occupations at $K=2$ and $K=3$ show the pairing, while the largest error still drops about twentyfold.

Comparing $N=129$ with $N=257$, which differ by a multiple of 8 and so share the phase of the cosine at $\tau=3\beta/8$, gives measured orders $0.00,1.00,2.00,3.00,4.00$ for the largest error and $1.00,1.99,3.01,3.98,5.01$ at $\tau=3\beta/8$. Each moment gains one order in both measures.

In the reverse direction with $L=128$, the largest band error falls from $1.23\times10^{-2}/V$ at $K=0$ to $7.5\times10^{-9}/V$ at $K=4$. At the lowest frequency, the first moment barely helps: the error goes from $1.44\times10^{-4}/V$ to $1.20\times10^{-4}/V$, and the order remains two. With $S_1(x)\simeq-\pi^2x/3$ and $S_2(0)=\pi^2/3$, the errors are $D_0\simeq(\pi^2/3)(i\omega_0-c_2)/\Lambda^2$ and $D_1\simeq-(\pi^2/3)c_2/\Lambda^2$, so $|D_0/D_1|\simeq\sqrt{1+\omega_0^2/c_2^2}=1.20$. The gain is small because $c_2$ exceeds $\omega_0=\pi/5$ in this example; it would be large if $c_2$ were small.

The criterion for $N$ can be applied to a tolerance $\delta=10^{-5}$ on all of $G(\tau)$. For $K=2$,

$$N\ge\frac5{2\pi}\left(\frac{2.5718}{2\pi\times10^{-5}}\right)^{1/2}\approx161.$$

For $K=4$, $N\ge(5/2\pi)[26.42/(4\pi\times10^{-5})]^{1/4}\approx17.04$, so 18 frequencies suffice. For $K=1$, the estimate $a_1\le\sqrt{c_1c_3}=1.604$ requires about 41,000. These are sufficient numbers, not minimal ones.

## When more moments do not help

The order describes large cutoffs. Let $W$ be the largest $|\varepsilon|$ in the spectrum. Since $a_{K+1}\le Wa_K$, adding a moment multiplies the bound by

$$\frac{K}{K+1}\frac{a_{K+1}}{a_K\Omega}\le\frac{K}{K+1}\frac W\Omega.$$

The bound is therefore sure to improve once $\Omega\ge W$, or $N\ge\beta W/2\pi$. At fixed $N$, cooling lowers $\Omega$ and can move it inside the spectrum. At the retained frequencies subtraction and restoration cancel exactly, but at the omitted ones the tail stands in for $G$. The first omitted frequencies then lie inside the spectrum, where the powers $c_k/(i\omega)^k$ are large and do not resemble $G$.

The same model at $\beta=40$ shows this. Its poles with weight above $10^{-3}$ extend from $-3.26\,V$ to $4.94\,V$. With $N=2$, $\Omega=0.31\,V$, and going from $K=1$ to $K=4$ raises the largest error from $0.29$ to $18$. With $N=400$, $\Omega=62.8\,V$, and the same change lowers it from $4.8\times10^{-3}$ to $1.2\times10^{-7}$.

A vanishing moment also changes the count. With particle-hole symmetry, here $\varepsilon_d=-U/2$ and $\varepsilon_b=0$, $A$ is even and $c_2=0$. Then $K=1$ and $K=2$ are the same procedure, and the measured order at $K=1$ is $2.00$.

Finally, moments may be inaccurate, for example when $c_2$ is built from an unconverged occupation. An error $\delta c_k$ with $k\ge2$ leaves a tail $-\delta c_k/(i\omega)^k$ in the numerical remainder. By the same cell argument, it adds at most $|\delta c_k|/[\pi(k-1)\Omega^{k-1}]$ to the error in $G(\tau)$. The transform still converges, but eventually at order $k-1$, whatever higher moments are supplied.

## Guidance for the setting

- Include $c_1$ in every case. Without it, the frequency-to-time transform converges at the edges to values that are off by one half.
- Set $N$ above $\beta W/2\pi$ first, then use the tolerance criterion to choose $K$ and $N$ together. Increase $N$ in proportion to $\beta$ when cooling, which keeps $\Omega$ fixed.
- If only the occupation matters, $K=2$ has the same accuracy as $K=3$. If the whole of $G(\tau)$ matters, the third moment is worth having.
- Choose $L$ so that $\Lambda/2=\pi L/\beta$ lies well above both $W$ and the highest frequency needed, and judge convergence near the top of the band.
- At a large cutoff, an approximate moment is better than none if $|\delta c_k|<|c_k|$, because omitting $c_k$ amounts to an error of size $|c_k|$. If the bound above for $\delta c_k$ exceeds the tolerance, improve the moment or raise the cutoff.

The numerical check compares these error laws with transforms of the diagonalized impurity model.

## Computed values

```
energies in units of V, times in units of 1/V, G(i w) in 1/V
U = 2.0, e_d = 0.5, e_b = -0.5, V = 1.0, beta = 5.0
exact occupation per spin n = 0.2203030516
tail coefficient c_1 = 1.00000000 V^0
tail coefficient c_2 = 0.94060610 V^1
tail coefficient c_3 = 2.57181831 V^2
tail coefficient c_4 = 5.95942973 V^3
tail coefficient c_5 = 26.42069944 V^4
N = 32: cutoff Omega = 40.2124 V
K, n from 1+G(0+), error in n (approx-exact), largest |error| in G(tau)
0  0.7277383668  +5.074e-01  5.074e-01
1  0.2277383668  +7.435e-03  7.435e-03
2  0.2202934003  -9.651e-06  1.967e-04
3  0.2202934003  -9.651e-06  9.651e-06
4  0.2203031198  +6.812e-08  7.379e-07
orders in N from N = 129, 257; interior tau = 1.875 /V
K, interior, largest, at tau=0+, edge-layer constant (no unit)
0  1.003  0.003  0.003  0.50000
1  1.990  1.000  1.000  0.31831
2  3.006  2.003  2.999  0.12220
3  3.984  2.999  2.999  0.10610
4  5.009  4.003  5.006  0.07249
time -> frequency, |errors| at L = 128 in 1/V; orders in L
(order at w_0 from L = 64, 128; order of band maximum from 128, 256)
K, error at w_0, largest in band, order at w_0, order of largest
0  1.438e-04  1.229e-02  1.999  0.991
1  1.196e-04  2.111e-04  1.999  1.992
2  2.483e-08  4.821e-06  3.998  2.981
3  1.926e-08  1.421e-07  3.998  3.977
4  1.654e-11  7.537e-09  5.996  4.970
particle-hole symmetric case (e_d = -U/2, e_b = 0), K = 1: order 2.000
beta = 40 /V, spectrum (weight > 1e-3) from -3.259 to 4.944 V
N = 2, Omega = 0.3142 V: largest |error| K=1 2.928e-01, K=4 1.796e+01
N = 400, Omega = 62.8319 V: largest |error| K=1 4.764e-03, K=4 1.242e-07
```
